# Supply energy for switching a small ferroelectric memory capacitor: a program that tests the result

```python
"""Supply energy of polarization reversal in a ferroelectric capacitor.

Result under test: W = 2 * Pr * A * V, with
  Pr  remanent polarization (value at zero voltage)
  A   capacitor area
  V   constant supply voltage during the pulse
W excludes reversible charge: it is the energy drawn by a switching pulse
minus that drawn by an identical second pulse on the switched film.

The test integrates a circuit in time: supply, series resistor, and a linear
capacitor in parallel with a film obeying a cubic field-polarization law with
viscous switching. Circuit units: V, ns, fC, fF, fJ, megaohm.
"""
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Given data
area_um2 = 0.01
remanence_uC_cm2 = 20.0
supply_V = 1.5

# Rough typical parameters of a hafnia-based film and its array
thickness_nm = 10.0
coercive_MV_cm = 1.0
breakdown_MV_cm = 4.0
relative_permittivity = 30.0
wire_fF = 20.0
leakage_A_cm2 = 1e-3
pulse_ns = 100.0
remanence_loss = 0.10
grain_nm = 15.0

# Derived formula, evaluated in centimetre units
area_cm2 = area_um2 * 1e-8
switched_charge_C = 2 * remanence_uC_cm2 * 1e-6 * area_cm2
energy_J = switched_charge_C * supply_V
energy_fJ = energy_J * 1e15

# Circuit parameters, obtained separately through SI units
area_m2 = area_um2 * 1e-12
remanent_fC = remanence_uC_cm2 * 1e-2 * area_m2 * 1e15
linear_fF = (epsilon_0 * relative_permittivity * area_m2
             / (thickness_nm * 1e-9) * 1e15)
coercive_V = coercive_MV_cm * 1e8 * thickness_nm * 1e-9
viscosity_V_ns = 1.0
cubic_factor = 1.5 * np.sqrt(3.0)


def static_voltage(p):
    """Film voltage at rest for reduced polarization p = P/Pr."""
    return coercive_V * cubic_factor * (p**3 - p)


def apply_pulse(p_start, pulse_V, resistance_Mohm):
    """Voltage on, then grounded; return final p, supply energy, heats."""
    state = np.array([p_start, 0.0, 0.0, 0.0, 0.0])
    for source_V in (pulse_V, 0.0):
        def rates(_, y):
            p, node_V = y[0], y[1]
            current = (source_V - node_V) / resistance_Mohm
            p_rate = (node_V - static_voltage(p)) / viscosity_V_ns
            node_rate = (current - remanent_fC * p_rate) / linear_fF
            return [p_rate, node_rate, source_V * current,
                    resistance_Mohm * current**2,
                    remanent_fC * viscosity_V_ns * p_rate**2]
        run = solve_ivp(rates, (0.0, 60.0), state, method="LSODA",
                        rtol=1e-9, atol=1e-11)
        assert run.success
        state = run.y[:, -1]
    assert abs(state[1]) < 1e-5
    return state[0], state[2], state[3], state[4]


# Two positive and two negative pulses, for two series resistances
results = {}
for resistance in (0.01, 0.1):
    p1, first, heat_R, heat_film = apply_pulse(-1.0, supply_V, resistance)
    p2, second, _, _ = apply_pulse(p1, supply_V, resistance)
    p3, third, _, _ = apply_pulse(p2, -supply_V, resistance)
    p4, fourth, _, _ = apply_pulse(p3, -supply_V, resistance)
    assert np.allclose([p1, p2, p3, p4], [1, 1, -1, -1], atol=1e-5)
    assert abs(first - second - energy_fJ) < 1e-4 * energy_fJ
    assert abs(third - fourth - energy_fJ) < 1e-4 * energy_fJ
    # All energy drawn in the complete first pulse has become heat
    assert abs(first - heat_R - heat_film) < 1e-4 * first
    results[resistance] = (first, second, third - fourth,
                           heat_R, heat_film)

# The second pulse draws only linear and reversible film charge
p_under_voltage = brentq(lambda p: static_voltage(p) - supply_V, 1.0, 3.0)
linear_fJ = linear_fF * supply_V**2
reversible_fJ = remanent_fC * (p_under_voltage - 1.0) * supply_V
for values in results.values():
    assert abs(values[1] - linear_fJ - reversible_fJ) < 1e-4 * energy_fJ
# Resistance changes where the heat appears
assert results[0.1][3] > 1.1 * results[0.01][3]

# Proportional to voltage above coercivity; no switching below it
high_V, low_V = 2.0 * coercive_V, 0.8 * coercive_V
p_high, high_first, _, _ = apply_pulse(-1.0, high_V, 0.01)
_, high_second, _, _ = apply_pulse(p_high, high_V, 0.01)
high_difference = high_first - high_second
assert abs(high_difference - switched_charge_C * 1e15 * high_V) < 1e-3
p_low, low_first, _, _ = apply_pulse(-1.0, low_V, 0.01)
_, low_second, _, _ = apply_pulse(p_low, low_V, 0.01)
low_difference = low_first - low_second
assert abs(p_low + 1.0) < 1e-5 and abs(low_difference) < 1e-3

# Sizes of neglected effects
wire_fJ = wire_fF * supply_V**2
leakage_fJ = leakage_A_cm2 * area_cm2 * supply_V * pulse_ns * 1e-9 * 1e15
field_MV_cm = supply_V / (thickness_nm * 1e-7) * 1e-6
assert coercive_MV_cm < field_MV_cm < breakdown_MV_cm
# Equal grains with random polar axes: the normal component is a cosine
# uniform between 0 and 1; sampled scatter is checked against its variance
grain_count = int(round(area_um2 * 1e6 / grain_nm**2))
rng = np.random.default_rng(7)
axes = rng.normal(size=(20000, grain_count, 3))
cosines = np.abs(axes[:, :, 2]) / np.linalg.norm(axes, axis=2)
cell_means = cosines.mean(axis=1)
sampled_scatter = cell_means.std() / cell_means.mean()
scatter = 1.0 / np.sqrt(3.0 * grain_count)
assert abs(sampled_scatter / scatter - 1.0) < 0.03  # sampling error 0.5 %

print("GIVEN")
print(f"area = {area_um2:.2f} um2 = {area_cm2:.1e} cm2")
print(f"remanence = {remanence_uC_cm2:.1f} uC/cm2")
print(f"supply voltage = {supply_V:.2f} V")
print("RESULT")
print(f"polarization change = {2 * remanence_uC_cm2:.1f} uC/cm2")
print(f"switched charge = {switched_charge_C * 1e15:.3f} fC")
print(f"switched charge = {switched_charge_C / e:.0f} electrons")
print(f"switching supply energy = {energy_fJ:.3f} fJ")
print(f"switching supply energy = {energy_J / e / 1e3:.2f} keV")
print(f"cycle there and back = {2 * energy_fJ:.3f} fJ")
print("CIRCUIT TEST")
print(f"film thickness = {thickness_nm:.1f} nm")
print(f"coercive field = {coercive_MV_cm:.1f} MV/cm")
print(f"coercive voltage = {coercive_V:.2f} V")
print(f"test-film P/Pr under voltage = {p_under_voltage:.4f}")
for resistance, values in results.items():
    print(f"series resistance = {resistance * 1e3:.0f} kilohm")
    print(f"  first pulse energy = {values[0]:.4f} fJ")
    print(f"  second pulse energy = {values[1]:.4f} fJ")
    print(f"  difference = {values[0] - values[1]:.4f} fJ")
    print(f"  difference, negative pulses = {values[2]:.4f} fJ")
    print(f"  first pulse heat in resistor = {values[3]:.4f} fJ")
    print(f"  first pulse heat in film = {values[4]:.4f} fJ")
print(f"difference at {high_V:.1f} V = {high_difference:.4f} fJ")
print(f"size of difference at {low_V:.1f} V = {abs(low_difference):.4f} fJ")
print("NEGLECTED EFFECTS (rough parameters)")
print(f"relative permittivity = {relative_permittivity:.0f}")
print(f"linear cell capacitance = {linear_fF:.3f} fF")
print(f"linear cell charging = {linear_fJ:.3f} fJ")
print(f"linear / switching energy = {100 * linear_fJ / energy_fJ:.1f} %")
print(f"array wire capacitance = {wire_fF:.0f} fF")
print(f"array wire charging = {wire_fJ:.1f} fJ")
print(f"wire / switching energy = {wire_fJ / energy_fJ:.1f}")
print(f"leakage density = {leakage_A_cm2:.0e} A/cm2")
print(f"leakage pulse length = {pulse_ns:.0f} ns")
print(f"leakage energy = {leakage_fJ:.1e} fJ")
print(f"assumed remanence loss = {100 * remanence_loss:.0f} %")
print(f"energy change from that loss = {-remanence_loss * energy_fJ:.2f} fJ")
print(f"grain width = {grain_nm:.0f} nm, grains per cell = {grain_count}")
print(f"cell-to-cell scatter = {100 * scatter:.1f} %")
print(f"cell-to-cell energy scatter = {scatter * energy_fJ:.2f} fJ")
print(f"applied field = {field_MV_cm:.2f} MV/cm")
print(f"breakdown field = {breakdown_MV_cm:.1f} MV/cm")
print("all good")
```

It prints:

```
GIVEN
area = 0.01 um2 = 1.0e-10 cm2
remanence = 20.0 uC/cm2
supply voltage = 1.50 V
RESULT
polarization change = 40.0 uC/cm2
switched charge = 4.000 fC
switched charge = 24966 electrons
switching supply energy = 6.000 fJ
switching supply energy = 37.45 keV
cycle there and back = 12.000 fJ
CIRCUIT TEST
film thickness = 10.0 nm
coercive field = 1.0 MV/cm
coercive voltage = 1.00 V
test-film P/Pr under voltage = 1.2146
series resistance = 10 kilohm
  first pulse energy = 7.2416 fJ
  second pulse energy = 1.2416 fJ
  difference = 6.0000 fJ
  difference, negative pulses = 6.0000 fJ
  first pulse heat in resistor = 0.7392 fJ
  first pulse heat in film = 6.5023 fJ
series resistance = 100 kilohm
  first pulse energy = 7.2416 fJ
  second pulse energy = 1.2416 fJ
  difference = 6.0000 fJ
  difference, negative pulses = 6.0000 fJ
  first pulse heat in resistor = 1.7750 fJ
  first pulse heat in film = 5.4665 fJ
difference at 2.0 V = 8.0000 fJ
size of difference at 0.8 V = 0.0000 fJ
NEGLECTED EFFECTS (rough parameters)
relative permittivity = 30
linear cell capacitance = 0.266 fF
linear cell charging = 0.598 fJ
linear / switching energy = 10.0 %
array wire capacitance = 20 fF
array wire charging = 45.0 fJ
wire / switching energy = 7.5
leakage density = 1e-03 A/cm2
leakage pulse length = 100 ns
leakage energy = 1.5e-05 fJ
assumed remanence loss = 10 %
energy change from that loss = -0.60 fJ
grain width = 15 nm, grains per cell = 44
cell-to-cell scatter = 8.7 %
cell-to-cell energy scatter = 0.52 fJ
applied field = 1.50 MV/cm
breakdown field = 4.0 MV/cm
all good
```
